# Decay of metal-induced midgap states in a semiconducting carbon nanotube

## Problem

A metal touches one end of a long semiconducting carbon nanotube. Electrons of the metal whose energy lies in the gap of the tube cannot travel along it, but their wavefunctions leak in and give the tube a density of states inside its gap near the contact. These are metal-induced gap states.

The tube has a gap \(E_g=0.60\) eV. Its electrons are described by one \(\pi\) orbital per carbon atom, with hopping of magnitude \(t=2.70\) eV between nearest neighbours and bond length \(a=0.142\) nm. Overlap between orbitals, disorder and interactions are left out, and the tube is uniform beyond the contact. Energies \(E\) are measured from midgap, and \(x\) is the distance from the contact.

1. Over what distance does the density of a midgap state fall by a factor \(e\)?
2. How does this distance change when the energy moves away from midgap?
3. How far can the answer be trusted for a tube made of atoms, joined to a metal?

The density is the squared modulus of the wavefunction. If the amplitude falls as \(e^{-\kappa x}\), the density falls as \(e^{-2\kappa x}\), so the length asked for is \(\lambda=1/(2\kappa)\), half the decay length of the amplitude.

## First estimate by scaling

The model contains one length, \(a\), and two energies, \(t\) and \(E_g\). At midgap the decay length must therefore have the form

\[
\lambda=a\,F(E_g/t),
\]

with \(F\) a dimensionless function that may also depend on how the sheet is rolled into a tube. Dimensions alone do not fix \(F\), but for a small gap the physics near it fixes how \(F\) varies with \(E_g/t\). The gap is small compared with \(t\), so the states near it should depend on the lattice through a velocity \(v\) alone. A velocity built from hopping over a bond has the size \(\hbar v\sim at\). The one length that can be formed from \(\hbar v\) and \(E_g\) is their ratio:

\[
\lambda\sim\frac{\hbar v}{E_g}\sim\frac{at}{E_g}
=\frac{0.142\times 2.70}{0.60}\ \text{nm}\approx 0.64\ \text{nm}.
\]

The estimate says that halving the gap doubles the length. It cannot supply the numerical factor, nor tell the decay of the density from that of the amplitude.

## Exact solution of the Dirac model

### The velocity

In a flat graphene sheet each atom has three neighbours, at

\[
\boldsymbol\delta_1=a(1,0),\qquad
\boldsymbol\delta_{2,3}=a\left(-\tfrac12,\pm\tfrac{\sqrt3}{2}\right).
\]

Hopping connects only the two different sublattices, so the Bloch Hamiltonian has zero diagonal and off-diagonal elements \(-tf\) and \(-tf^*\), where \(f(\mathbf k)=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}\). Its eigenvalues are \(E=\pm t|f|\).

At \(\mathbf K=(0,\,4\pi/(3\sqrt3a))\) the three phases are \(0\) and \(\pm2\pi/3\), and \(f=1+2\cos(2\pi/3)=0\). Put \(\mathbf k=\mathbf K+\mathbf q\) and expand to first order in \(\mathbf q\):

\[
f\approx i\sum_j e^{i\mathbf K\cdot\boldsymbol\delta_j}\,\mathbf q\cdot\boldsymbol\delta_j .
\]

With \(\omega=e^{2\pi i/3}\), the coefficient of \(q_x\) in the sum is \(a[1-\tfrac12(\omega+\omega^*)]=\tfrac32a\), because \(\omega+\omega^*=-1\). The coefficient of \(q_y\) is \(\tfrac{\sqrt3}{2}a(\omega-\omega^*)=\tfrac32ia\), because \(\omega-\omega^*=i\sqrt3\). Hence

\[
f\approx \tfrac32 ia\,(q_x+iq_y),\qquad
|E|=\hbar v|\mathbf q|,\qquad \hbar v=\tfrac32at .
\]

For the given numbers \(\hbar v=1.5\times0.142\times2.70=0.5751\) eV nm, or \(v=8.74\times10^5\) m/s.

### The gap

Rolling the sheet into a tube makes the wavefunction periodic around the circumference vector \(\mathbf C=n\mathbf a_1+m\mathbf a_2\), where \(\mathbf a_{1,2}=a(\tfrac32,\pm\tfrac{\sqrt3}{2})\). Thus \(\mathbf k\cdot\mathbf C=2\pi\nu\) with integer \(\nu\). Since \(\mathbf K\cdot\mathbf C=2\pi(n-m)/3\),

\[
\mathbf q\cdot\mathbf C=2\pi\left(\nu-\frac{n-m}{3}\right).
\]

If \(n-m\) is not a multiple of 3, the bracket cannot vanish, and its smallest magnitude is \(1/3\). The circumference is \(|\mathbf C|=\pi d\), with \(d\) the diameter, so the smallest transverse wavevector is

\[
|q_\perp|=\frac{2\pi/3}{\pi d}=\frac{2}{3d}.
\]

Let \(k\) be the component of \(\mathbf q\) along the axis. Then

\[
E^2=(\hbar v)^2(k^2+q_\perp^2)=(\hbar vk)^2+\Delta^2,\qquad
\Delta=\frac{2\hbar v}{3d}.
\]

This is the massive Dirac dispersion, with gap \(E_g=2\Delta=2at/d\). Here \(\Delta=0.30\) eV, and the diameter implied by the gap is \(d=2at/E_g=1.278\) nm.

### The decaying solution

A constant phase in \(f\) can be absorbed into the amplitude on one sublattice. The Hamiltonian is then \(\hbar v(k\sigma_x+q_\perp\sigma_y)\), and a constant rotation about the \(x\) axis of the Pauli matrices turns the second term into \(\Delta\sigma_z\). Neither change affects the total density \(\psi^\dagger\psi\). Replacing \(k\) by \(-i\,d/dx\) gives

\[
-i\hbar v\,\sigma_x\frac{d\psi}{dx}=(E-\Delta\sigma_z)\psi .
\]

Multiply from the left by \(i\sigma_x/(\hbar v)\) and use \(\sigma_x^2=1\):

\[
\frac{d\psi}{dx}=M\psi,\qquad
M=\frac{i}{\hbar v}\,\sigma_x(E-\Delta\sigma_z).
\]

The growth rates are the eigenvalues of \(M\). They follow from its square, with \(\sigma_x\sigma_z\sigma_x=-\sigma_z\):

\[
M^2=-\frac{(E+\Delta\sigma_z)(E-\Delta\sigma_z)}{(\hbar v)^2}
=\frac{\Delta^2-E^2}{(\hbar v)^2}.
\]

For \(|E|<\Delta\) the eigenvalues are \(\pm\kappa\), with \(\kappa=\sqrt{\Delta^2-E^2}/(\hbar v)\). In a long tube the growing solution must be absent, and the density falls as \(e^{-2\kappa x}\). Therefore

\[
\boxed{\;\lambda(E)=\frac{\hbar v}{2\sqrt{\Delta^2-E^2}},\qquad
\lambda(0)=\frac{\hbar v}{E_g}=\frac{3at}{2E_g}=\frac{3d}{4}\;}
\]

The last form follows from \(E_g=2at/d\). At midgap

\[
\lambda(0)=\frac{0.5751}{0.60}\ \text{nm}\approx0.96\ \text{nm}\quad(18.1\ \text{bohr}),
\]

while the amplitude has a decay length of 1.92 nm. Over 3 nm the exponential reduces the density to \(e^{-3/0.9585}=0.044\) of its starting value.

### Away from midgap

Midgap is where the decay is fastest, since \(\Delta^2-E^2\) is then largest. At \(E=0.20\) eV

\[
\lambda=\frac{0.5751}{2\sqrt{0.30^2-0.20^2}}\ \text{nm}=1.29\ \text{nm},
\]

which is 34% longer than at midgap. An offset of \(k_BT=0.0259\) eV, for 300 K, lengthens \(\lambda\) by only 0.4%.

Near a band edge put \(|E|=\Delta-\varepsilon\) with \(\varepsilon\ll\Delta\). Then \(\Delta^2-E^2\approx2\Delta\varepsilon\), and with the band-edge mass \(m^*=\Delta/v^2\),

\[
\kappa\approx\frac{\sqrt{2\Delta\varepsilon}}{\hbar v}=\frac{\sqrt{2m^*\varepsilon}}{\hbar}.
\]

This is the usual tunnelling formula for one parabolic band, and \(\lambda\) diverges as \(\varepsilon\to0\). Carrying that formula on to midgap, \(\varepsilon=\Delta\), would give \(\kappa=\sqrt2\,\Delta/(\hbar v)\) and \(\lambda=0.9585/\sqrt2\approx0.68\) nm. The parabolic formula is too short there by a factor \(\sqrt2\), because it ignores the other band, which is equally far away in energy.

The spread of \(\lambda(E)\) also means that a density summed over all gap energies is not a single exponential. Its far tail comes increasingly from energies near the band edges.

## Exact solution on the lattice

The Dirac equation is the leading term of an expansion in \(E_g/t\). For a zigzag \((n,0)\) tube the lattice can be solved without that expansion.

Its atoms lie on rings of \(n\) atoms, joined alternately by bonds along the axis and by pairs of slanted bonds. A state with angular quantum number \(q\) changes phase by \(\pm\pi q/n\) across the two slanted bonds, so their hoppings add to \(2t\cos(\pi q/n)\). Each \(q\) is thus a chain with alternating hoppings \(t\) and \(t_2=2t|\cos(\pi q/n)|\); the sign is absorbed into the amplitudes. One axial bond advances by \(a\) and one slanted bond by \(a/2\), so the chain has period \(L=3a/2=0.213\) nm.

Let \(A_j\) and \(B_j\) be the amplitudes in period \(j\):

\[
EA_j=-t_2B_j-tB_{j-1},\qquad EB_j=-t_2A_j-tA_{j+1}.
\]

With both amplitudes proportional to \(z^j\), these become \(EA=-(t_2+t/z)B\) and \(EB=-(t_2+tz)A\). Multiply the first by \(E\) and insert the second for \(EB\): this gives \(E^2A=(t_2+t/z)(t_2+tz)A\). Eliminating \(A\) instead gives the same equation for \(B\). At least one amplitude is nonzero (at \(E=0\) in the gap, only one is), so

\[
E^2=t^2+t_2^2+tt_2\left(z+\frac1z\right).
\]

Inside the bands \(z=-e^{ikL}\), with \(k\) measured from the band edge:

\[
E^2=(t_2-t)^2+4tt_2\sin^2\frac{kL}{2}.
\]

The subband gap is \(2|t_2-t|\). For small \(k\) the last term is \(tt_2L^2k^2\), so the subband has its own velocity,

\[
\hbar v_q=L\sqrt{tt_2}=\hbar v\sqrt{t_2/t}.
\]

In the gap \(z=-e^{-\kappa L}\), which gives

\[
\cosh\kappa L=\frac{t^2+t_2^2-E^2}{2tt_2}.
\]

At \(E=0\) the right side is \(\tfrac12(t/t_2+t_2/t)\), so \(\kappa L=|\ln(t_2/t)|\) and

\[
\lambda_{\text{lattice}}(0)=\frac{3a}{4\,|\ln(t_2/t)|}.
\]

The (16,0) tube suits the problem. Its lowest subband, \(q=11\), has \(t_2=3.000\) eV and gap \(2(3.000-2.700)=0.600\) eV. The decay length is

\[
\lambda_{\text{lattice}}(0)=\frac{0.213}{2\ln(3.000/2.700)}\ \text{nm}\approx1.01\ \text{nm}.
\]

## Comparison

### Scaling, Dirac and lattice

| Treatment | \(\lambda\) at midgap |
|---|---|
| scaling, \(at/E_g\) | 0.64 nm |
| Dirac, \(3at/(2E_g)\) | 0.96 nm |
| lattice, (16,0) tube | 1.01 nm |

Scaling found the right dependence on \(a\), \(t\) and \(E_g\) and missed the factor \(3/2\), which comes from the sum over three neighbours in \(f\).

For zigzag tubes the lattice also supplies the function \(F\) left open at the start. Since \(|t_2-t|=E_g/2\), we have \(t_2/t=1\pm E_g/(2t)\), and

\[
F=\frac{3}{4\,|\ln(1\pm E_g/2t)|}\;\to\;\frac{3t}{2E_g}\qquad(E_g\ll t).
\]

The limit is the Dirac result. The next term follows from \(\ln(1+u)\approx u(1-u/2)\) with \(u=\pm E_g/(2t)\): the length is multiplied by \(1\pm E_g/(4t)\), here a change of 5.6%. At equal gap the full lattice result lies 5.5% above the Dirac value.

The cause is the subband velocity. For (16,0), \(\hbar v_q=0.606\) eV nm, and \(\hbar v_q/E_g=1.010\) nm reproduces the lattice length to better than 0.1%.

The sign depends on the tube. The lowest subband has \(q\) nearest to \(2n/3\), where \(t_2=t\). For \(n=16\) this \(q\) lies above \(2n/3\), so \(t_2>t\); for \(n=17\) it is again 11 but lies below, so \(t_2<t\). The (17,0) tube, with a gap of 0.586 eV, accordingly has a lattice length of 0.927 nm, shorter than the 0.981 nm that the Dirac formula gives for the same gap.

### A tube joined to a metal

The derivations so far found how a gap state decays but did not include the metal that feeds it. To include it, take a complete (16,0) tube of 80 cells, each 0.426 nm long, and let the atoms of the two end cells lose electrons to metals at a rate \(\Gamma/\hbar\). The Green function of all the atoms then gives the density of states injected from the left. Its decay, read between about 13 and 17 nm from the contact, was tested against the chain formula; both give 1.011 nm. At \(E=0.20\) eV the tube gives 1.355 nm, again about 5% above the Dirac value.

Changing \(\Gamma\) from 0.3 to 5.0 eV leaves the midgap length at 1.011 nm, while the density 2.77 nm from the contact rises from 0.022 to 0.075 states per eV and nm. In this model the tube sets the asymptotic decay length, while the strength depends on the metal and also on how the tube is cut. With the cut used here, subbands with \(t_2<t\) (\(q=6\) to 10) have zero-energy end states even without a metal, and at \(\Gamma=0.3\) eV they supply about half of the 0.022. Cutting one ring further along makes the density at the same cell 3 to 50 times larger and makes it fall as \(\Gamma\) grows.

Close to the contact the fall is much steeper: for \(\Gamma=1.0\) eV, the local decay length between the first two cells outside it is 0.38 nm. There the density is a sum over subbands, and those with larger \(|\ln(t_2/t)|\) have shorter lengths. Most of it comes from the end-state subbands, the slowest of which, \(q=10\) with \(t_2/t=0.765\), has a length of 0.40 nm by the chain formula. The value 0.38 nm belongs to this cut and this \(\Gamma\); the other cut gives about 0.49 nm. The factor 0.044 found above therefore describes the slowest exponential, not the total density relative to its value at the metal.

### Fields and curvature

A field beside the contact shifts the local midgap. For 0.5 MV/cm, which is 0.05 V/nm, the shift over one decay length is 0.048 eV. With this field applied over the first 4 nm and \(E\) and \(\Gamma=1.0\) eV held fixed, the density at 2.77 nm rises by a factor 1.27. Part of this is slower decay. With \(u=0.05\times2.77/0.30=0.46\), averaging \(\kappa\propto\sqrt{1-(\text{shift}/\Delta)^2}\) over the path lowers the exponent by a fraction \(u^2/6\approx0.035\), which accounts for a factor of about 1.10. This estimate does not resolve the rest.

Curvature tilts neighbouring orbitals against each other. For scale, multiply the slanted hoppings of the (16,0) tube by \(\cos(\pi/16)=0.981\), or raise them by the same amount; the mixing of \(\sigma\) and \(\pi\) orbitals, which also matters, is not computed.

- Lowered hopping: gap 0.485 eV, length 1.24 nm.
- Raised hopping: gap 0.715 eV, length 0.86 nm.

This change of hopping is generous: a four-orbital tight-binding model of the rolled (16,0) tube lowers the gap by only about 0.05 eV and lengthens \(\lambda\) by 6 to 9%. In the two cases listed the length moves by up to 23%, but its product with the gap stays within about 1% of the unchanged 0.607 eV nm. For such changes of hopping, the formula \(\hbar v/E_g\) is thus safer with a known gap than with a gap inferred from the diameter.

### Real contacts

Tubes used in transistors are roughly 1 to 2 nm in diameter, with gaps of several tenths of an eV, and hoppings near 2.7 eV are commonly used to model them; the example lies in this range. The midgap length describes states at the Fermi level only if that level sits at midgap. A contact made to inject holes or electrons well brings the Fermi level towards a band edge, and the Dirac length at the Fermi level then grows: by 34% at 0.20 eV from midgap, and without limit at the edge itself. Interactions change both the gap and the velocity, and charge transfer sets the field near the metal. Neither is calculated self-consistently here, so the midgap result should be quoted only as "about 1 nm", without further digits. The numerical output lists most of the values used.

## Computed results

```
bond length                         0.142 nm
hopping                             2.70 eV
gap                                 0.60 eV
half gap                            0.30 eV
hbar v                              0.5751 eV nm
Dirac velocity                      8.737e+05 m/s
midgap kappa                        0.5216 1/nm
amplitude decay length              1.917 nm
density decay length                0.9585 nm
density decay length                18.11 bohr
diameter implied by Dirac gap       1.278 nm
density left after 3 nm             0.0437
(16,0) diameter                     1.2526 nm
(16,0) tight-binding gap            0.6002 eV
(16,0) chain hopping t2             3.0001 eV
(16,0) Dirac length from its gap    0.9582 nm
(16,0) Green-function length        1.0106 nm
(16,0) chain-formula length         1.0106 nm
(17,0) diameter                     1.3309 nm
(17,0) tight-binding gap            0.5860 eV
(17,0) chain hopping t2             2.4070 eV
(17,0) Dirac length from its gap    0.9814 nm
(17,0) Green-function length        0.9271 nm
(17,0) chain-formula length         0.9271 nm
(16,0) hbar v of subband            0.6062 eV nm
(16,0) subband hbar v / gap         1.0101 nm
(16,0) length relative to Dirac     +5.4 %
(16,0) local length beside contact  0.377 nm
distance of density probe           2.77 nm
broadening 0.3 eV: length 1.0106 nm, density 2.184e-02 1/(eV nm)
broadening 1.0 eV: length 1.0106 nm, density 3.708e-02 1/(eV nm)
broadening 5.0 eV: length 1.0106 nm, density 7.457e-02 1/(eV nm)
energy offset                       0.20 eV
Dirac length at offset              1.286 nm
(16,0) Green length at offset       1.355 nm
kT at 300 K                         0.02585 eV
Dirac length at offset kT           0.9621 nm
field beside contact                0.50 MV/cm
energy change over one length       0.0479 eV
density at probe, field/no field    1.273
slant factor 0.9808: gap 0.4849 eV, length 1.2386 nm, product 0.6005 eV nm
slant factor 1.0192: gap 0.7154 eV, length 0.8560 nm, product 0.6124 eV nm
unchanged tube: length times gap    0.6065 eV nm
```
